# Bond current and its overlap term in a nonorthogonal localized basis

## Result

For electrons described by a fixed localized basis with Hamiltonian $H_{ij}$ and overlap $S_{ij}=\langle i|j\rangle$, the steady particle current from orbital $j$ to orbital $i$ is

$$J_{i\leftarrow j}=\frac{2}{\hbar}\,\mathrm{Im}\left[H_{ij}\rho_{ji}-S_{ij}\varepsilon_{ji}\right]. \tag{1}$$

Here $\rho_{ij}=\sum_n f_n c_{in}c_{jn}^*$ is the density matrix and $\varepsilon_{ij}=\sum_n f_nE_n c_{in}c_{jn}^*$ is the energy-weighted density matrix; $f_n$ are occupations. For one state of energy $E$,

$$J_{i\leftarrow j}=\frac{2}{\hbar}\,\mathrm{Im}\left[c_i^*(H_{ij}-ES_{ij})c_j\right]. \tag{2}$$

The term in $S_{ij}$ makes the currents at each orbital sum to zero in steady transport. Its size depends on the zero of energy, whereas the total does not.

The assumptions are independent electrons in a Hermitian mean field, a basis that does not move, and Mulliken populations. Positive $J$ is a flow of electrons; conventional electric current has the opposite sign. The derivation sets $\hbar=1$.

## Continuity before the steady limit

The expansion coefficients obey

$$i\sum_jS_{ij}\dot c_j=\sum_jH_{ij}c_j .$$

Multiply by $c_i^*$ and take twice the imaginary part. Since $\mathrm{Im}(iz)=\mathrm{Re}\,z$,

$$2\,\mathrm{Re}\sum_jc_i^*S_{ij}\dot c_j=2\,\mathrm{Im}\sum_jc_i^*H_{ij}c_j. \tag{3}$$

The Mulliken population is $N_i=\mathrm{Re}\sum_jc_i^*S_{ij}c_j$, which sums to the norm. Its derivative is

$$\dot N_i=\mathrm{Re}\sum_j\left(\dot c_i^*S_{ij}c_j+c_i^*S_{ij}\dot c_j\right).$$

The left side of (3) is this derivative plus a remainder:

$$2\,\mathrm{Re}\sum_jc_i^*S_{ij}\dot c_j=\dot N_i+\mathrm{Re}\sum_j\left(c_i^*S_{ij}\dot c_j-\dot c_i^*S_{ij}c_j\right).$$

Hence $\dot N_i=\sum_jJ_{i\leftarrow j}$, with

$$J_{i\leftarrow j}=2\,\mathrm{Im}(c_i^*H_{ij}c_j)-\mathrm{Re}\left(c_i^*S_{ij}\dot c_j-\dot c_i^*S_{ij}c_j\right). \tag{4}$$

This is a bond current because it is antisymmetric. Exchanging $i$ and $j$ turns $c_i^*H_{ij}c_j$ into its complex conjugate, which reverses the imaginary part. In the second term, $\mathrm{Re}(c_j^*S_{ji}\dot c_i)=\mathrm{Re}(\dot c_i^*S_{ij}c_j)$, so the two pieces trade places and the difference changes sign. What leaves $j$ along a bond arrives at $i$, and a bond with $H_{ij}=S_{ij}=0$ carries nothing.

For a stationary state $\dot c_j=-iEc_j$ and $\dot c_i^*=iEc_i^*$. Then

$$-\mathrm{Re}\left(-2iE\,c_i^*S_{ij}c_j\right)=-2E\,\mathrm{Im}(c_i^*S_{ij}c_j),$$

because $\mathrm{Re}(-iz)=\mathrm{Im}\,z$. This gives (2). Summing with weights $f_n$, and using $\rho_{ji}=\sum_nf_nc_{jn}c_{in}^*$, gives (1).

The time-dependent route fixes the prefactor. If one starts from a stationary state instead, using $\dot c_i^*=iEc_i^*$ in the first term of $\dot N_i$ and the equation of motion in the second gives $\mathrm{Im}\sum_jc_i^*(H_{ij}-ES_{ij})c_j=0$, without the factor 2. Since the sum vanishes, that equation cannot fix the scale of its terms.

Equation (4) was tested for charge, and in its spin form below, on random Hermitian matrices with five sites and two spin components. Central differences of the populations agreed with the right-hand side to $1.1\times10^{-7}$ in the matrices' dimensionless units.

Continuity does not make individual bond currents unique: an antisymmetric circulation with no net inflow at any orbital could be added. In a finite system, the total through a cut that divides all orbitals into two sets is not affected, since summing over one side cancels the internal bonds and leaves $\dot N$ of that side. A uniform flow around a ring, or along a chain running into infinite leads, also has no net inflow anywhere, so continuity alone does not fix the current through one cross-section there; below, it is tied to the group velocity and to the exchange with the leads.

## What is lost without overlap

Stationarity means $\sum_j(H_{ij}-ES_{ij})c_j=0$. The Hamiltonian part alone therefore has the net inflow

$$2\,\mathrm{Im}\sum_jc_i^*H_{ij}c_j=2E\,\mathrm{Im}\sum_jS_{ij}c_i^*c_j, \tag{5}$$

which is a false source wherever the right side is nonzero. For a mixture it becomes $2\,\mathrm{Im}\sum_jS_{ij}\varepsilon_{ji}$. Replacing $\varepsilon$ by $\bar E\rho$, with one mean energy $\bar E$, changes a bond current by $2\,\mathrm{Im}[S_{ij}(\varepsilon-\bar E\rho)_{ji}]$, so the energy-weighted matrix should be accumulated in its own right.

A change of energy zero by $\lambda$ is $H\to H+\lambda S$, $\varepsilon\to\varepsilon+\lambda\rho$. The two parts of (1) change by $+2\lambda\,\mathrm{Im}(S_{ij}\rho_{ji})$ and $-2\lambda\,\mathrm{Im}(S_{ij}\rho_{ji})$, and the total stays fixed. At a single energy one may choose $E=0$ and remove the overlap term. A finite window contains many energies, and no one choice removes it from each. Adding $\lambda$ times the unit matrix to $H$ is not a change of energy zero in this basis.

Conservation alone does not guarantee the right current. Take a uniform ring of $N$ sites with zero on-site energy, nearest-neighbour hopping $\beta$ and overlap $s$. With $c_p=Ae^{ikp}$ and $D=1+2s\cos k$,

$$E=\frac{2\beta\cos k}{D},\qquad |A|^2=\frac1{ND},\qquad \beta-Es=\frac{\beta(D-2s\cos k)}{D}=\frac\beta D .$$

Since $c_{p+1}^*c_p=|A|^2e^{-ik}$, equation (2) gives

$$NJ=-\frac{2(\beta-Es)\sin k}{D}=-\frac{2\beta\sin k}{D^2}.$$

Differentiating $E$ gives the same quantity:

$$\frac{dE}{dk}=\frac{-2\beta\sin k\,(1+2s\cos k)+4\beta s\sin k\cos k}{D^2}=-\frac{2\beta\sin k}{D^2}.$$

The $H$ part gives $-2\beta\sin k/D$: uniform, hence conserved, but $D$ times the correct value. For $\beta=-2$ eV, $s=0.15$, $k=\pi/3$, $D=1.15$. The velocity and the full current are both 2.619 eV, while the $H$ part is 3.012 eV (divide by $\hbar$ for sites per unit time).

## Open junctions

Let $\Sigma=\Sigma_L+\Sigma_R$ be the retarded self-energies of two leads, $\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger)$, and $(ES-H-\Sigma)G=1$. Coupling between device and lead enters $\Sigma$ through $H-ES$, not through $H$ alone.

The density matrix per unit energy of states arriving from the left is $A_L/2\pi$, with $A_L=G\Gamma_LG^\dagger$. A chain lead shows why. Let $e$ be its site energy, $\kappa=\beta_{\rm lead}-Es$ its effective hopping ($\kappa<0$), and $\lambda=e^{ik}$ its right-moving Bloch factor, so that $E-e=\kappa(\lambda+\lambda^{-1})$. An incident wave of unit amplitude at edge site 0 gives $\psi_{-1}=\lambda^{-1}+\lambda(\psi_0-1)$. Eliminating $\psi_{-1}$ produces $\Sigma_L=\kappa\lambda$ and a source $b=\kappa(\lambda^{-1}-\lambda)=-2i\kappa\sin k$. The norm per site is $D$ and there are $1/(2\pi v)$ states per site and unit energy, where $v=dE/dk$. By (2), $vD=-2\kappa\sin k$, so

$$\frac{|b|^2}{2\pi vD}=\frac{-2\kappa\sin k}{2\pi}=\frac{\Gamma_L}{2\pi}.$$

Since $c=Gb$, the result follows; independent modes add.

From the equation for $G$, $(H-ES)G=-1-\Sigma G$, and therefore

$$(H-ES)A_L=-\Gamma_LG^\dagger-\Sigma A_L. \tag{6}$$

For an orbital with no lead coupling, row $i$ of the right side vanishes. Its diagonal element gives $\sum_jJ_{i\leftarrow j}=0$. For the right contact orbitals the $\Gamma_L$ term is absent, and their total inflow per unit energy is

$$-\frac{2}{2\pi}\mathrm{Im}\,\mathrm{Tr}(\Sigma_RA_L)=\frac{\mathrm{Tr}(\Gamma_RA_L)}{2\pi}=\frac{T(E)}{2\pi},$$

using $A_L=A_L^\dagger$ and $\Sigma_R-\Sigma_R^\dagger=-i\Gamma_R$. Any cut separating the contacts carries this amount, provided that all bonds crossing it are counted. Contact orbitals balance only when the exchange with their lead is included.

A dense random six-orbital junction tested this for several cuts. Its transmission was 0.0807. The largest net inflow at an uncoupled orbital was $7\times10^{-18}$ with the full formula and 0.0144 with the $H$ part, or 18% of the transmission.

## Spin current and torque

Let $c_i$ be a two-component spinor and let the overlap be independent of spin. Multiplying the equation of motion by $c_i^\dagger\sigma_a$ instead of $c_i^*$ repeats the steps above. The Hamiltonian term now splits:

$$2\,\mathrm{Im}(c_i^\dagger\sigma_aH_{ij}c_j)=\mathrm{Im}(c_i^\dagger\{\sigma_a,H_{ij}\}c_j)+\mathrm{Im}(c_i^\dagger[\sigma_a,H_{ij}]c_j).$$

The anticommutator part is antisymmetric under exchange of sites and belongs to the current. The commutator part is a local source. In steady state

$$J^a_{i\leftarrow j}=\mathrm{Im}\,\mathrm{Tr}\left[\{\sigma_a,H_{ij}\}\rho_{ji}-2\sigma_aS_{ij}\varepsilon_{ji}\right], \tag{7}$$

$$\sum_jJ^a_{i\leftarrow j}+Q_i^a=0,\qquad Q_i^a=\sum_j\mathrm{Im}\,\mathrm{Tr}\left([\sigma_a,H_{ij}]\rho_{ji}\right). \tag{8}$$

Multiplication by $\hbar/2$ converts these to angular momentum per time. If exchange is the only spin-dependent field in a region, the torque on its magnetization is $-\sum_iQ_i^a$, equal to spin current in minus spin current out. The commutator needs no explicit overlap term because $S_{ij}$ commutes with $\sigma_a$; the spin-current difference does need it.

For real $H$ and $S$ and symmetric self-energies, $G$ is symmetric. Equally filled leads then give $A_L+A_R=i(G-G^\dagger)=-2\,\mathrm{Im}\,G$, which is real. Real bond matrices and real $\sigma_x,\sigma_z$ give no charge or in-plane spin current from this filled sea. The matrix $\sigma_y$ is imaginary, so an out-of-plane spin current can remain. The bias window therefore suffices for charge current and in-plane torque here, but not for out-of-plane torque. When spin-orbit coupling or a magnetic field makes $H$ complex, the filled sea can carry in-plane spin currents and circulating bond currents; the net charge current between two leads still comes from the window alone.

## A magnetic tunnel junction

The example is a chain with parameters in the rough regime of an Fe/MgO/Fe junction. A magnetic lead polarized along $z$ meets five barrier sites, five free-layer sites polarized along $x$, and a nonmagnetic lead. The spacing is 0.21 nm, $\beta=-2$ eV, $s=0.15$, the exchange splitting 2 eV, and the bias 0.1 V, dropped linearly across the barrier. The barrier is 1.05 nm thick and 1.02 eV high. With $V_p$ the site potential including exchange, neighbouring elements are $H_{p,p+1}=\beta+s(V_p+V_{p+1})/2$, a model for how a smooth potential acts through overlap. The Fermi level lies at $-4.5$ eV from vacuum, which is the energy zero.

At zero temperature the current is $(e/h)\int T\,dE=1.270$ nA. As a test at one energy, explicit matching of Bloch waves without self-energies gave the same transmission, $3.5256\times10^{-4}$. The integrated bond currents are:

| Bond in | $H$ part (nA) | Overlap part (nA) | Total (nA) |
|---|---:|---:|---:|
| left lead | 1.707 | −0.437 | 1.270 |
| barrier | 1.887 | −0.617 | 1.270 |
| free layer | 1.699 | −0.430 | 1.270 |
| right lead | 1.696 | −0.426 | 1.270 |

On a spin-independent bond, $H_{ij}=\kappa+Es$ and the ratio of $H$ part to total is $1+Es/\kappa$. In the barrier $\kappa\approx-2+0.15\times4.1=-1.385$ eV, so the ratio is $1+0.675/1.385=1.49$, as the table shows. The overlap correction is larger there because the effective hopping is smaller. At the last barrier site the $H$ parts fail to balance by 0.111 nA, equivalent to $6.9\times10^8$ electrons per second accumulating in a supposedly steady state.

With the Fermi level as zero, the largest error of the $H$ part falls to 0.035% of the current. The window then extends equally to both sides of zero and its contributions nearly cancel. This is a property of a narrow, centred window, not a reason to omit the term.

The $z$ spin current, in charge units, is −0.202 nA in the barrier and +0.167 nA in the right lead. The in-plane torque is thus $-0.202-0.167=-0.369$ nA, or $-1.2\times10^{-25}$ J. The local commutator gives the same value; the $H$ part of the spin current gives −0.524 nA, 42% too large in magnitude.

The negative sign in the barrier means that minority electrons tunnel better in this chain. The free layer, polarized along $x$, accepts both $z$ spins equally. To leading order in tunnelling, the $z$ polarization is therefore $(w_\uparrow-w_\downarrow)/(w_\uparrow+w_\downarrow)$, where $w_\sigma$ is the weight injected into the decaying barrier wave. Eliminating the lead gives $w_\sigma=\Gamma_\sigma/|\kappa_b/\lambda_b-\Sigma_\sigma|^2$, with $\Sigma_\sigma=h_\sigma^2\lambda_\sigma/\kappa_\sigma$, $\Gamma_\sigma=-2\,\mathrm{Im}\,\Sigma_\sigma$ and interface hopping $h_\sigma=(\kappa_\sigma+\kappa_b)/2$. At zero bias $\kappa_{\uparrow,\downarrow}=-2.15,-1.85$ eV and $\kappa_b/\lambda_b=-3.56$ eV. These give $\Sigma_\uparrow=0.34-1.41i$ and $\Sigma_\downarrow=-0.38-1.36i$ eV, hence $w_\uparrow=0.164$ and $w_\downarrow=0.228$ eV$^{-1}$. The estimated polarization, −0.16, matches $-0.202/1.270$.

The reversal across the free layer is consistent with precession about $x$. The two wave numbers there differ by about 0.51 per site, so five sites rotate the spin by about 2.5 radians, whose cosine is −0.8. This estimate ignores reflections and interface phases. For free layers of one to ten sites the ratio of outgoing to incoming spin current follows the cosine of the accumulated angle only to within about 0.25, so the close match at five sites is partly fortuitous.

## Relation to a real junction

The chain describes one transverse mode. Giving transverse motion the chain's band-bottom mass, 0.73 electron masses, in every layer yields 0.43 equivalent channels per nm² and a resistance-area product of about 180 Ω µm². Memory cells typically use values nearer ten, so this barrier is resistive for that purpose. Real Fe/MgO also selects states by orbital symmetry and favours majority electrons, which a one-orbital chain cannot represent; its polarization and torque should not be transferred to a device. Summing over transverse momentum mixes different precession angles, but only weakly in this model: the ratio of outgoing to incoming $z$ spin current moves from −0.83 to about −0.86. Lowering the whole barrier by the mid-barrier image energy, 0.32 eV for a rough dielectric constant of 3, raises the current 4.1 times with all else fixed. The image lowering is smallest at mid-barrier and grows towards the interfaces, so this factor is a low estimate; this correction does not apply if the height is already an effective one. Thermal smearing of the lead occupations at 300 K adds 2%. The bias divided by the barrier thickness is 0.95 MV/cm; in the model the potential drops over six site spacings, which gives 0.79 MV/cm. Either value is about a tenth of a rough breakdown field or less. Inelastic scattering, spin-orbit coupling and a self-consistent potential are not included. Further values are in the numerical output.

## Computed values

```
Continuity test, largest error: 1.1e-07 (dimensionless)
Ring: velocity 2.61936, N*J full 2.61936 eV
Ring: N*J from H part alone 3.01226 eV
Dense junction: transmission 0.08065
Dense junction: largest net inflow, full 6.9e-18
Dense junction: largest net inflow, H part 0.01436
Hopping -2.00 eV, overlap 0.15, spacing 0.21 nm
Sites: left 3, barrier 5, free 5, right 3
Exchange splitting 2.00 eV, bias 0.10 V
Barrier site potential above Fermi level 4.10 eV
Barrier height 1.023 eV, thickness 1.05 nm
Fermi level from vacuum -4.50 eV
Transmission 0.02 eV above Fermi level: Green 3.525644e-04
Same transmission by wave matching:           3.525644e-04
Landauer current 1.26951 nA
Bond currents in nA, vacuum zero: H part, overlap part, total
  left lead  bond 0-1: 1.70679 -0.43728 1.26951
  barrier    bond 5-6: 1.88700 -0.61749 1.26951
  free layer bond 10-11: 1.69903 -0.42952 1.26951
  right lead bond 14-15: 1.69595 -0.42644 1.26951
H part alone: min 1.69595, max 1.88924 nA
Largest false source: site 7, 0.11099 nA
Same false source as a rate: 6.928e+08 electrons/s
Fermi level as zero: largest H-part error 0.0353 %
Spin current z in barrier -0.20219 nA (charge units)
Spin current z in right lead 0.16714 nA
In-plane torque, spin-current difference -0.36933 nA
In-plane torque, local commutator -0.36933 nA
In-plane torque, H part alone -0.52380 nA
In-plane torque -1.215e-25 J
Sea: out-of-plane spin current per energy 4.002e-06 (units of 1/h)
Thermal current ratio, 300 K to 0 K: 1.021
Image lowering at mid-barrier 0.317 eV (dielectric const 3.0)
Current ratio with barrier lowered by that: 4.08
Barrier field 0.95 MV/cm, rough breakdown 10 MV/cm
Band-bottom mass 0.730 electron masses
Transverse energy width 0.282 eV
Equivalent channels per area 0.430 per nm^2
Resistance-area product 183.4 ohm um^2
```
